\section*{Ionizations per Absorbed 92 eV Photon: Ceiling, Mean and First Correction}

\section{Nine affordable ionizations, four on average}

A photon of 92 eV absorbed in a resist carries enough energy for nine ionizations at 10 eV each. If the mean energy spent per ionization is 23 eV, the average number is four. In the model cascade studied below, adjusted to give this mean of four, the energy per ionization is not a fixed property of the material: with all model parameters held fixed it is 23.0 eV for a 92 eV photon and 25.2 eV for a 460 eV photon. Two things need explaining: why the mean lies so far below the ceiling, and why the cost per ionization rises with photon energy.

Let $N$ be the number of ionizations caused by one absorbed photon of energy $E$, with the photoionization itself included. Let $I=10$ eV be the least energy that creates one separated electron--hole pair with both carriers at rest. The mean of $N$ over many photons is $M(E)$, and the mean pair energy is defined by
\begin{equation}
W(E)=\frac{E}{M(E)} .
\end{equation}
The value $W=23$ eV at $E=92$ eV is an assumption, not a result.

\section{The ceiling from energy conservation}

Suppose that all electrons stop in the film and that the costs of separate pairs add. When the cascade has ended, the photon energy is found in three places:
\begin{equation}
E=NI+K+X .
\label{balance}
\end{equation}
Here $K$ is the kinetic energy of electrons too slow to ionize, and $X$ is the energy given to excitations that do not ionize, including vibrations and any excess energy of the holes. Neither can be negative, so $NI\le E$. Since $N$ is an integer,
\begin{equation}
N\le\left\lfloor\frac{E}{I}\right\rfloor
=\lfloor 9.2\rfloor=9 .
\end{equation}
Nine ionizations use 90 eV and leave 2 eV. A tenth would require 100 eV in all, which is 8 eV too much.

Energy conservation permits the ceiling to be reached. The photoionization leaves an electron with $92-10=82$ eV. Let each later ionization give all the remaining kinetic energy to one of the two electrons. Its energy then runs through 82, 72, 62, 52, 42, 32, 22, 12 and 2 eV. These are eight further ionizations, nine with the first. Other divisions of the energy can also reach nine, but every one of them must leave just 2 eV in slow electrons and excitations together. The ceiling therefore says little about the average.

Averaging Eq.~\eqref{balance} over photons and dividing by $M$ gives
\begin{equation}
W=I+\frac{\overline K+\overline X}{M},
\label{wbalance}
\end{equation}
where bars denote means. With $W=23$ eV, 13 eV per ionization ends up in slow electrons and excitations, and the stored fraction is $I/W=10/23=43.5\%$.

\section{A cascade that can be solved at high energy}

To see how the 13 eV may be divided, take a simple rule for an electron of kinetic energy $T$. If $T<I$, it can no longer ionize. If $T\ge I$, its next collision is of one of two kinds:
\begin{itemize}
\item with probability $p$ it ionizes, and the remainder $R=T-I$ is shared between two electrons, every division being equally likely;
\item with probability $1-p$ it loses $Q=5$ eV to an excitation and continues with $T-Q$.
\end{itemize}
The first electron starts with $E-I$, so the photoionization is also assigned the minimum cost.

Let $n(T)$ be the mean number of further ionizations started by an electron of energy $T$. After an ionization the two electrons have energies $t$ and $R-t$, with $t$ uniform between 0 and $R$. Their mean joint yield is
\begin{equation}
\frac1R\int_0^R\bigl[n(t)+n(R-t)\bigr]dt
=\frac2R\int_0^R n(t)\,dt ,
\end{equation}
because the substitution $t\to R-t$ turns the second integral into the first. Weighting the two kinds of collision gives, for $T\ge I$,
\begin{equation}
n(T)=(1-p)\,n(T-Q)
+p\left[1+\frac{2}{R}\int_0^{R}n(t)\,dt\right],
\label{cascade}
\end{equation}
with $n(T)=0$ for $T<I$. At $R=0$ the integral term is taken as its limit, zero. The photon's mean count is
\begin{equation}
M(E)=1+n(E-I).
\label{photon}
\end{equation}

\section{Leading order and first correction}

Far above threshold, twice the energy should give about twice the yield. Try the straight line $L(T)=aT+b$. Its integral term is
\begin{equation}
\frac2R\int_0^R(at+b)\,dt
=\frac2R\left(\frac{aR^2}{2}+bR\right)=aR+2b .
\end{equation}
With $R=T-I$, the right side of Eq.~\eqref{cascade} becomes
\begin{align}
&(1-p)(aT-aQ+b)+p(1+aT-aI+2b)\nonumber\\
&\qquad=aT+(1+p)b-(1-p)aQ+p-paI .
\end{align}
This must equal $aT+b$. The terms in $T$ cancel for any $a$, and the constants require
\begin{equation}
0=pb-(1-p)aQ+p-paI .
\end{equation}
Dividing by $p$ and defining
\begin{equation}
s=Q\,\frac{1-p}{p}
\end{equation}
gives $b=a(I+s)-1$. Equation~\eqref{photon} then yields
\begin{align}
M(E)&\simeq 1+a(E-I)+a(I+s)-1\nonumber\\
&=a(E+s).
\label{asym}
\end{align}
The leading term is $aE$, and the first correction is the constant $as$. With $W_\infty=1/a$,
\begin{equation}
W(E)\simeq\frac{W_\infty}{1+s/E}
=W_\infty\left(1-\frac sE+\cdots\right).
\label{wasym}
\end{equation}
In this model, where the photoionization costs only $I$, the pair energy therefore approaches its high-energy value from below.

The true $n$ vanishes below $I$, where the line does not. Could this difference add another constant to Eq.~\eqref{asym}? Put $n=L+\delta$. Since $L$ satisfies Eq.~\eqref{cascade}, the remainder obeys
\begin{equation}
\delta(T)-(1-p)\delta(T-Q)=\frac{2p}{R}\int_0^R\delta(t)\,dt .
\end{equation}
Suppose that $\delta\simeq cT^r$ at large $T$. The left side is then $pcT^r$ to leading order.
\begin{itemize}
\item For $r>-1$ the right side is $2pcT^r/(r+1)$. Equality requires $r=1$, which merely changes the slope $a$ and can be absorbed in it. A leftover constant, $r=0$, is excluded.
\item For $r=-1$ the right side contains $(\ln T)/T$, which the left side cannot match.
\item For $r<-1$ the integral tends to a constant, which must vanish, or the right side would fall only as $1/T$. The integral then equals minus its tail from $R$ to infinity, which is $cR^{r+1}/(r+1)$. The condition is again $r=1$, a contradiction.
\end{itemize}
Thus no power-law remainder survives once $a$ is chosen correctly. This argument compares powers and is not a full proof of convergence; the numbers below test the result. The line does not determine $a$, which depends on the behaviour near threshold and must come from solving Eq.~\eqref{cascade} numerically.

\section{Numbers for the calibrated cascade}

Choosing $p$ so that $M(92\ \mathrm{eV})=4$ gives $p=0.307$ and $s=11.27$ eV. This is a calibration: the model does not predict 23 eV. The slope can be read from the solution at 460 eV, where $W=25.20$ eV:
\begin{equation}
W_\infty=25.20\left(1+\frac{11.27}{460}\right)\ \mathrm{eV}
=25.82\ \mathrm{eV}.
\end{equation}
Equation~\eqref{asym} then gives at 92 eV
\begin{equation}
M\simeq\frac{92}{25.82}+\frac{11.27}{25.82}
=3.56+0.44=4.00 .
\end{equation}
The leading term alone is 11\% below the full mean, and the first correction supplies the difference. At 184 eV the same slope gives $W=25.82/(1+11.27/184)=24.33$ eV, equal to the numerical solution to the digits shown. The agreement of Eq.~\eqref{asym} with the solution at 92 and 184 eV was tested to within 1\% of the mean count.

The expansion of $W$ itself is less accurate than that of $M$. Stopping at $1-s/E$ gives 22.7 eV at 92 eV, 1.5\% below 23.0 eV, because terms of order $(s/E)^2$ have been dropped. It is better to correct the count and then divide.

\section{Why the correction is positive}

The offset $s$ has a direct meaning. Each collision above threshold ionizes with probability $p$, whatever happened before. If $C$ is the mean number of such collisions per photon, the electrons cause $M-1=pC$ ionizations and $(1-p)C$ excitations on average. Eliminating $C$,
\begin{equation}
\overline X=Q(1-p)C=s(M-1).
\label{excitation}
\end{equation}
So $s$ is the mean excitation loss that accompanies each ionization by an electron. The photoionization carries no such loss, since in this model absorption of the photon always ionizes. Inserting Eq.~\eqref{excitation} in the averaged balance gives
\begin{align}
E&=IM+s(M-1)+\overline K,\nonumber\\
E+s&=M\left(I+s+\frac{\overline K}{M}\right).
\label{exactbalance}
\end{align}
The photon yields as many ionizations as if it had an extra energy $s$ and every ionization, the first included, bore the full loss. At low $E$ the loss-free first ionization is a larger share of the total, which is why $W$ is lower there.

Comparing Eqs.~\eqref{asym} and \eqref{exactbalance} also gives the composition of the high-energy cost:
\begin{equation}
W_\infty=I+s+\kappa,\qquad
\kappa=\lim_{E\to\infty}\frac{\overline K}{M}.
\end{equation}
A simulation of 60\,000 photons at 92 eV gives $\overline K=18.2$ eV, or $18.2/4.00=4.55$ eV per ionization. Using this value in place of the limit $\kappa$ gives $10+11.27+4.55=25.82$ eV, the same as the value obtained from the slope at 460 eV. The slow-electron energy per ionization is thus already close to its limit at 92 eV.

The same simulation divides the 92 eV into 40.0 eV stored in pairs, 33.7 eV in excitations and 18.2 eV in slow electrons; the sum differs from 92 eV by rounding. Equation~\eqref{excitation} predicts $11.27\times3=33.8$ eV for the excitations, within about 0.1 eV of the simulated value. Under this model, then, excitations take nearly two thirds of the energy that is not stored. The division depends on where the cascade is stopped: electrons left with 5 to 10 eV could still excite, and if they did, the share would be larger. The count of ionizations would not change.

\section{Two other limits}

\subsection{No excitations}

For $p=1$ the offset $s$ vanishes and Eq.~\eqref{asym} becomes $M\simeq aE$, so $W$ is constant at high energy. The numerical solution gives $M=6.88$ and $W=13.38$ eV at 92 eV, and the ratio of the counts at 184 and 92 eV was tested to be 2 within 0.001. The mean is below nine even here, because slow electrons keep $13.38-10=3.38$ eV per ionization. Uniform sharing of energy thus accounts for part of the gap between nine and four, and the excitations for the rest.

\subsection{Near threshold}

For $I\le E<2I$ the first electron cannot ionize, so $M=1$ and $W=E$. For $20\le E<25$ eV the first electron has between 10 and 15 eV. It ionizes at its first collision with probability $p$; an excitation would take it below 10 eV. Hence $M=1+p=1.307$ throughout this interval, whereas Eq.~\eqref{asym} rises from 1.21 to 1.40. The true count climbs in jumps, with a gradual rise between them above 30 eV, and the straight line smooths over this structure. In Eq.~\eqref{cascade} the integral term is continuous, so a jump in $n$ is passed on to higher energy only through $(1-p)\,n(T-Q)$. The jump in $M$ at $E=20+5k$ eV, with $k=0,1,2,\dots$, is therefore $p(1-p)^k$, which falls from 0.31 at 20 eV to 0.05 at 45 eV. At 46 eV the line gives $57.27/25.82=2.22$ and the numerical solution $46/20.61=2.23$.

\section{From one photon to a resist film}

The mean of four is not the outcome for every photon. In the calibrated simulation the standard deviation of $N$ is $\sigma=1.02$; 39\% of photons give four ionizations and 87\% give three to five. The largest count found was eight, below the ceiling of nine.

Consider a film of thickness $t=30$ nm with absorption coefficient $\alpha=5\ \mu\mathrm{m}^{-1}$, exposed to 30 mJ/cm$^2$. One photon carries $92\times1.602\times10^{-19}=1.474\times10^{-17}$ J, so the dose corresponds to 20.4 photons per nm$^2$. The photon flux falls with depth as $e^{-\alpha z}$, and the absorbed fraction is
\begin{equation}
1-e^{-\alpha t}=1-e^{-0.15}=13.9\% .
\end{equation}
Averaged over depth, and without reflection, this gives $20.35\times0.1393/30=0.094$ absorbed photons per nm$^3$ and, at four each, 0.38 ionizations per nm$^3$.

For a volume absorbing $m$ photons on average with Poisson statistics, the total number of ionizations has mean $mM$. Its variance is $m\sigma^2$ from the spread of $N$ plus $mM^2$ from the spread in photon number. The relative variance is therefore
\begin{equation}
\frac{m\sigma^2+mM^2}{m^2M^2}
=\frac1m\left(1+\frac{\sigma^2}{M^2}\right)
=\frac{1.065}{m}.
\end{equation}
If electrons crossing the boundary of the volume are ignored, the cascade adds only 6.5\% to the variance due to photon number. Four ionizations per photon do not act as four independent photons.

These parameters are rough typical values for a polymer resist exposed at 13.5 nm, where the photon energy is 91.84 eV; using that energy changes the mean from 4.00 to 3.99 and leaves the ceiling at nine. A real resist has no single ionization cost and no single excitation energy, and its $W$ at 92 eV is uncertain. Taking $I$ from 8 to 12 eV moves the ceiling from 11 to 7, and taking $W$ from 20 to 30 eV moves the mean from 4.6 to 3.1. A value of $W$ taken from much higher energy may also need a correction: in this model it would underestimate the count at 92 eV by 11\%. That figure rests on charging the photoionization only 10 eV. If it costs $B$ instead, and the excess causes no further ionization, the same derivation gives $M\simeq a(E+s+I-B)$. With $p$ held at 0.307, the correction shrinks as $B$ grows and changes sign at $B=I+s=21.3$ eV, where the mean at 92 eV has fallen to 3.56. If $p$ is instead refitted to keep the mean at four, $p$ must rise and $s$ falls, so the sign change comes at a smaller $B$. Photons in a real resist also ionize deeper levels, and above the carbon K edge near 284 eV they create core holes and Auger electrons, which the model omits. Neither the size nor the sign of the correction can therefore be carried over to a real resist without further data. Nor is an ionization the same as an acid molecule, since electrons below 10 eV may still drive chemistry.

Three neglected effects can be sized.
\begin{itemize}
\item \textbf{Coulomb attraction.} An electron and hole 2 nm apart in a medium of relative permittivity 3 attract with 0.24 eV. Ten such pairs gain 2.4 eV, less than the 8 eV missing for a tenth ionization. The separation would have to shrink to 0.60 nm to supply it, a distance at which a bulk permittivity is itself doubtful. Interactions between different pairs are left out.
\item \textbf{Escape.} Let electrons start uniformly in depth and in all directions, and travel straight with attenuation length $\ell=3$ nm. For direction cosine $\mu$ towards the surface, the depth average of $e^{-z/(\ell\mu)}$ is $\ell\mu/t$ when $t\gg\ell$. The fraction escaping through the top surface is $\frac12\int_0^1(\ell\mu/t)\,d\mu=\ell/(4t)=2.5\%$, small beside the uncertainty in $W$. The same estimate gives another 2.5\% through the bottom surface, where electrons from the layer beneath may also enter the film.
\item \textbf{Temperature.} The thermal energy at 300 K is 0.026 eV, negligible against 10 eV. It is also about nine times smaller than the 0.24 eV attraction at 2 nm, so an electron stopped that close to its hole is bound and may recombine. The count $N$ is a count of ionization events, not of carriers that end up free.
\end{itemize}
The numerical output lists the computed values from which the other numbers in the text follow.

\section*{Calculated quantities}
\begin{verbatim}
Photon energy used: 92 eV
Photon energy at 13.5 nm: 91.84 eV
Minimum ionization cost I: 10 eV
Assumed mean energy per ionization W: 23 eV
Ratio E/I: 9.2
Largest possible number of ionizations: 9
Energy left after the largest number: 2 eV
Energy missing for one more: 8 eV
Mean number E/W: 4.00
Mean number with the 13.5 nm energy: 3.99
Energy not stored, per ionization: 13 eV
Stored fraction I/W: 43.5 %
Ceiling for I = 8 eV: 11
Ceiling for I = 10 eV: 9
Ceiling for I = 12 eV: 7
Mean for W = 20 eV: 4.60
Mean for W = 23 eV: 4.00
Mean for W = 30 eV: 3.07
Cascade: first electron's kinetic energy: 82 eV
Cascade: excitation loss Q: 5 eV
Cascade without excitations, mean number: 6.88
Cascade without excitations, W: 13.38 eV
Calibrated ionizing probability p: 0.307
Energy offset Q(1-p)/p: 11.27 eV
Calibrated cascade, W at 46 eV: 20.61 eV
Calibrated cascade, W at 92 eV: 23.00 eV
Calibrated cascade, W at 184 eV: 24.33 eV
Calibrated cascade, W at 460 eV: 25.20 eV
Simulated photons: 60000
Simulated mean number: 4.00
Simulated standard deviation of N: 1.02
Largest simulated N: 8
Share of photons with N = 4: 39 %
Share with N from 3 to 5: 87 %
Mean stored energy per photon: 40.0 eV
Mean excitation energy per photon: 33.7 eV
Mean slow-electron energy per photon: 18.2 eV
Dose: 30 mJ/cm2
Absorption coefficient: 5 per um
Film thickness: 30 nm
Incident photons: 20.4 per nm2
Absorbed fraction: 13.9 %
Absorbed photons: 0.094 per nm3
Ionizations: 0.38 per nm3
Relative permittivity: 3
Pair attraction at 2 nm: 0.24 eV
Attraction of ten such pairs: 2.4 eV
Separation that would allow a tenth: 0.60 nm
Electron attenuation length: 3 nm
Escape through top surface: 2.5 %
Thermal energy at 300 K: 0.026 eV
\end{verbatim}
